# The shadow Hamiltonian of Verlet: energy error and temperature mismatch, part 2

In an equilibrium run with the velocity Verlet algorithm, a thermometer that reads the momenta and one that reads the forces settle at different temperatures. This part calculates both readings.

The system has $N$ degrees of freedom with positions $q_i$, momenta $p_i$, masses $m_i$ and Hamiltonian $H=\sum_ip_i^2/2m_i+V(q)$. Subscripts on $V$ denote derivatives: $V_i=\partial V/\partial q_i$, $V_{ij}=\partial^2V/\partial q_i\partial q_j$, and so on. A step of fixed length $h$ advances the momenta by half a step, the positions by a full step, and the momenta by another half step. For small $h$ the trajectory closely follows the exact motion of the shadow Hamiltonian

$$\tilde H=H+h^2H_2,\qquad H_2=\frac1{12}\sum_{ij}\frac{p_iV_{ij}p_j}{m_im_j}-\frac1{24}\sum_i\frac{V_i^2}{m_i}. \tag{11}$$

The mass-weighted Hessian $K$ has the squared angular frequencies of harmonic motion as its eigenvalues:

$$K_{ij}=\frac{V_{ij}}{\sqrt{m_im_j}},\qquad \operatorname{tr}K=\sum_i\frac{V_{ii}}{m_i},\qquad \operatorname{tr}K^2=\sum_{ij}\frac{V_{ij}^2}{m_im_j}. \tag{17}$$

For an ergodic run and large $N$, averages $\langle\cdots\rangle$ are taken from

$$\rho\propto e^{-\beta\tilde H}, \tag{18}$$

where $\beta=1/kT$, $k$ is Boltzmann's constant and $T$ is the shadow temperature. Equation (18) is meant as an expansion in $h^2$ about $e^{-\beta H}$; taken literally it may fail to be normalizable. In terms that already carry $h^2$, $e^{-\beta H}$ suffices.

For one harmonic coordinate with $m=1$, $V=\omega^2q^2/2$ and $y=\omega h$, a Verlet step is

$$q'=\left(1-\tfrac{y^2}2\right)q+hp,\qquad p'=\left(1-\tfrac{y^2}2\right)p-h\omega^2\left(1-\tfrac{y^2}4\right)q. \tag{12}$$

The quartic oscillators used as an example have $V=q^2/2+q^4/4$, $m=2$, $kT=1$ and $h=0.1$, and are followed for 300 steps.

The computed values at the end write $\tilde H$ as Hs. They also include earlier checks: the Baker–Campbell–Hausdorff (BCH) expansion behind (11), and the energy errors of CH4 trajectories and of a periodic chain of eight unit masses with $V=\sum_i[(q_i-q_{i+1})^2/2+q_i^4/4]$.

### The kinetic temperature

The kinetic temperature is defined by $NkT_K=\sum_i\langle p_i^2/m_i\rangle$. The integral of $\partial(p_ie^{-\beta\tilde H})/\partial p_i$ over phase space vanishes, which gives

$$\left\langle p_i\frac{\partial\tilde H}{\partial p_i}\right\rangle=kT,\qquad \frac{\partial\tilde H}{\partial p_i}=\frac{p_i}{m_i}+\frac{h^2}{6}\sum_j\frac{V_{ij}p_j}{m_im_j}. \tag{19}$$

The factor $1/6$ is twice $1/12$, because $p_i$ occurs on both sides of the symmetric quadratic form. In the $h^2$ term the momenta are independent of the positions and $\langle p_ip_j\rangle=m_ikT\delta_{ij}$. Hence

$$\left\langle\frac{p_i^2}{m_i}\right\rangle=kT\left[1-\frac{h^2}{6}\frac{\langle V_{ii}\rangle}{m_i}\right]+O(h^4). \tag{20}$$

Averaging over the degrees of freedom,

$$T_K=T\left[1-\frac{h^2\langle\operatorname{tr}K\rangle}{6N}\right]+O(h^4). \tag{21}$$

By (20), equipartition between the kinetic energies of different coordinates is broken as well. A light atom in a stiff bond has a large $V_{ii}/m_i$ and appears colder than a heavy or loosely bound one, although both share the same $T$.

### The configurational temperature

For $\rho\propto e^{-\beta H}$ the vanishing integral of $\partial(V_ie^{-\beta H})/\partial q_i$ gives $\langle V_{ii}\rangle=\beta\langle V_i^2\rangle$. A thermometer that needs no momenta is therefore

$$kT_C=\frac{\sum_i\langle V_i^2/m_i\rangle}{\langle\operatorname{tr}K\rangle}. \tag{22}$$

The weights $1/m_i$ are a choice that makes the result depend on $K$ alone. With the density (18) the same integration by parts gives

$$\langle\operatorname{tr}K\rangle=\beta\sum_i\frac1{m_i}\left\langle V_i\frac{\partial\tilde H}{\partial q_i}\right\rangle, \tag{23}$$

$$\frac{\partial\tilde H}{\partial q_i}=V_i+\frac{h^2}{12}\sum_{jk}\frac{V_{ijk}p_jp_k}{m_jm_k}-\frac{h^2}{12}\sum_j\frac{V_{ij}V_j}{m_j}. \tag{24}$$

Averaging the second term of (24) over the momenta replaces $p_jp_k$ by $m_jkT\delta_{jk}$. Define

$$R_1=\sum_{ij}\frac{\langle V_iV_{ijj}\rangle}{m_im_j},\qquad R_2=\sum_{ij}\frac{\langle V_iV_{ij}V_j\rangle}{m_im_j}. \tag{25}$$

Then (23) becomes

$$\langle\operatorname{tr}K\rangle=\beta\sum_i\left\langle\frac{V_i^2}{m_i}\right\rangle+\frac{\beta h^2}{12}\left(kT\,R_1-R_2\right)+O(h^4). \tag{26}$$

The third derivatives in $R_1$ can be removed. With $e^{-\beta H}$, the integral of $\partial(V_iV_{ij}e^{-\beta H})/\partial q_j$ vanishes:

$$\langle V_{ij}^2\rangle+\langle V_iV_{ijj}\rangle=\beta\langle V_iV_{ij}V_j\rangle. \tag{27}$$

Dividing by $m_im_j$ and summing gives $\langle\operatorname{tr}K^2\rangle+R_1=\beta R_2$, so that $kT\,R_1-R_2=-kT\langle\operatorname{tr}K^2\rangle$. Equation (26) then reads

$$\beta\sum_i\left\langle\frac{V_i^2}{m_i}\right\rangle=\langle\operatorname{tr}K\rangle+\frac{h^2}{12}\langle\operatorname{tr}K^2\rangle+O(h^4), \tag{28}$$

and division by $\langle\operatorname{tr}K\rangle$ gives

$$T_C=T\left[1+\frac{h^2\langle\operatorname{tr}K^2\rangle}{12\langle\operatorname{tr}K\rangle}\right]+O(h^4). \tag{29}$$

For the quartic oscillators above, started from $e^{-\beta\tilde H}$, the Verlet averages are $T_K=0.99800$ and $T_C=1.00151$. Equations (21) and (29) give 0.99800 and 1.00149.

### The mismatch and its meaning

Dividing (29) by (21) and keeping the $h^2$ terms,

$$\frac{T_C}{T_K}-1=h^2\left[\frac{\langle\operatorname{tr}K^2\rangle}{12\langle\operatorname{tr}K\rangle}+\frac{\langle\operatorname{tr}K\rangle}{6N}\right]+O(h^4). \tag{30}$$

Both terms are positive. The quantity $\operatorname{tr}K^2$ is a sum of squares, and $\langle\operatorname{tr}K\rangle$ is positive because the mean squared force is. At this order the momenta read too low and the forces too high. The system is in equilibrium throughout, but in equilibrium under $\tilde H$, while both thermometers were built for $H$.

A lower bound follows. For the $N$ eigenvalues of $K$, $\operatorname{tr}K^2\ge(\operatorname{tr}K)^2/N$, and the mean of a square is at least the square of the mean. With $\Omega^2=\langle\operatorname{tr}K\rangle/N$, the bracket in (30) is at least $\Omega^2/12+\Omega^2/6=\Omega^2/4$. Equality holds when all eigenvalues are equal and constant. A spread of frequencies raises the mismatch, so a few stiff bonds weigh more in $T_C$ than their number suggests.

The momenta at half steps give a third reading. Around step $n$ they are $p_i\mp\tfrac h2V_i$, with $p_i$ and $V_i$ taken at step $n$. The mean of their squares is $p_i^2+h^2V_i^2/4$, since the cross terms cancel. In a stationary run all half steps have the same average, so with (22)

$$\frac{T_{1/2}}{T_K}-1=\frac{h^2}{4NkT_K}\sum_i\left\langle\frac{V_i^2}{m_i}\right\rangle=\frac{h^2\langle\operatorname{tr}K\rangle}{4N}\,\frac{T_C}{T_K}. \tag{31}$$

To leading order the last factor is 1. Together with (21) this gives $T_{1/2}=T[1+h^2\langle\operatorname{tr}K\rangle/(12N)]$, because $-\tfrac16+\tfrac14=\tfrac1{12}$. At this order the half-step reading is nearer to $T$ than $T_K$ is, but it is not free of error; close to the stability limit it can be the worse of the two.

These relations were tested at constant energy on 256 chains of 128 particles with $V=\sum_i(0.05\,q_i^4+q_i^2q_{i+1}^2/2)$ and unit masses, thermalized beforehand at $kT=1$. The measurement makes no use of $\tilde H$. The sums are averaged over all chains before ratios are formed. The chain energies are spread canonically, and a canonical mixture of constant-energy distributions is the canonical distribution, so to leading order the $O(1/N)$ shift of a single chain at fixed energy does not enter. Both steps start from the same initial states, so the two rows are not statistically independent.

| $h$ | $T_C/T_K-1$, measured | from (30) | $T_{1/2}/T_K-1$, measured | leading order |
|---|---|---|---|---|
| 0.15 | 0.0164 ± 0.0016 | 0.0159 | 0.0114 | 0.0112 |
| 0.25 | 0.0448 ± 0.0020 | 0.0444 | 0.0328 | 0.0314 |

The mismatch agrees with (30) within one standard error. At $h=0.25$ the half-step value lies above its leading-order form by more than its standard error of 0.00014. Equation (31) accounts for this: $0.03136\times1.0448=0.0328$.

Two conditions limit the use of (30). In a small system at constant energy the two thermometers can differ by $O(1/N)$ even as $h\to0$. If energy passes slowly between stiff and soft vibrations, a short run need not sample (18), and its thermometers may disagree for that reason. Repeating the run with half the step helps to separate the causes, since the part described by (30) falls by a factor of four.

### The harmonic oscillator at finite step

For a harmonic mode the shadow Hamiltonian can be written in closed form for $y=\omega h<2$. By (12) the step rotates the pair $(\omega sq,\,p)$, with $s=\sqrt{1-y^2/4}$, through an angle $\theta$ with $\cos\theta=1-y^2/2$. Since $1-\cos\theta=2\sin^2(\theta/2)$, this means $\theta=2\arcsin(y/2)$. The Hamiltonian

$$\tilde H=\frac{\theta}{2h}\left(\frac{p^2}{\omega s}+\omega s\,q^2\right) \tag{32}$$

gives $\dot q=\theta p/(h\omega s)$ and $\dot p=-\theta\omega sq/h$. This is a uniform rotation of the same pair at the rate $\theta/h$, so after a time $h$ it reproduces the Verlet step. The distribution $e^{-\beta\tilde H}$ is now a genuine Gaussian, in which each of the two terms of (32) averages to $kT/2$. With $kT_K=\langle p^2\rangle$ and, from (22), $kT_C=\omega^2\langle q^2\rangle$,

$$T_K=T\,\frac{ys}{\theta},\qquad T_C=T\,\frac{y}{\theta s},\qquad \frac{T_C}{T_K}=\frac1{1-y^2/4}. \tag{33}$$

For small $y$, $\theta=y(1+y^2/24)$ and $s=1-y^2/8$ up to higher terms. Then $T_K=T(1-y^2/6)$ and $T_C=T(1+y^2/12)$, as (21) and (29) require. The ratio diverges at the stability limit $y=2$.

### Methane: what a time step costs

At the RHF/6-31G level the C–H bond length of CH4 is 1.082 Å. The harmonic wavenumbers are 1517 cm⁻¹ (three modes), 1709 cm⁻¹ (two), 3182 cm⁻¹ (one) and 3296 cm⁻¹ (three). The fastest mode has a period of 10.12 fs. Its stability limit is $h=2/\omega=10.12/\pi=3.22$ fs. These values belong to this small basis and omit electron correlation. In the larger 6-31G** and cc-pVDZ bases the RHF bond length becomes 1.084 and 1.091 Å, the bending wavenumbers fall by 24 to 84 cm⁻¹ and the fastest stretch by about 10 cm⁻¹. The stability limit moves only to 3.23 fs, and the nine-mode temperatures below for a 1 fs step change by at most 0.3 K.

Take classical harmonic modes, each at a shadow temperature of 300 K. This describes a classical simulation, not the real molecule: for the C–H stretches $\hbar\omega/k\approx4700$ K, so at 300 K they are in fact close to their quantum ground state. For $h=1$ fs the fastest mode has $y=2\pi/10.12=0.621$ and $y^2=0.3855$. The second-order formulas give

$$T_K=300\left(1-\frac{0.3855}{6}\right)=280.7\ \text{K},\qquad T_C=300\left(1+\frac{0.3855}{12}\right)=309.6\ \text{K}.$$

Equation (33) gives 280.5 K and 310.4 K, a ratio of $1/(1-0.0964)=1.107$.

For all vibrations together, (21) and (29) need traces over the nine modes, with $N=9$. Translations and rotations are left out. Their eigenvalues of $K$ vanish at equilibrium, so a kinetic thermometer that also counted them would have a larger $N$ and show a smaller shift. In units of the highest squared frequency, the squared wavenumbers give $\operatorname{tr}K/9=0.567$ and $\operatorname{tr}K^2/\operatorname{tr}K=0.812$. Hence

$$T_K=300\left(1-\frac{0.3855\times0.567}{6}\right)=289.1\ \text{K},\qquad T_C=300\left(1+\frac{0.3855\times0.812}{12}\right)=307.8\ \text{K}.$$

The closed formulas, summed over the modes, give the following values.

| Step (fs) | $T_C/T_K$, fastest mode | $T_K$, nine modes (K) | $T_C$, nine modes (K) |
|---|---|---|---|
| 0.5 | 1.025 | 297.3 | 302.0 |
| 1.0 | 1.107 | 288.9 | 308.4 |
| 2.0 | 1.627 | 254.0 | 343.5 |

At 2 fs the motion is still stable, but the two readings differ by almost 90 K. The second-order formulas then give 256 K and 331 K, so the expansion is no longer accurate for $T_C$.

The table has a practical side. If the velocities are rescaled until $T_K$ reads 300 K, the shadow temperature is higher than 300 K: at 1 fs it is $300\times300/288.9\approx312$ K for this set of modes.

A tolerance $\varepsilon$ for the mismatch of the fastest mode fixes the step through $y^2/4\approx\varepsilon$, or $h\approx2\sqrt\varepsilon/\omega$. For $\varepsilon=0.01$ this is one tenth of the stability limit, 0.32 fs. Compared with 1 fs, such a run needs about three times as many force evaluations for the same simulated time. Where that is too expensive, (21) and (29) give the shadow temperature from a run with the longer step, provided that $y^2$ is small for every mode that matters.

## Computed values

```
BCH: largest coefficient mismatch to h^4 = 1.3e-15
Verlet map = shadow flow through h^4 (symbolic): yes
Quartic oscillator: m = 2.0, T = 1.0, h = 0.1, 300 steps
  T_K Verlet 0.998001, formula 0.997997
  T_C Verlet 1.001507, formula 1.001490
  largest change of T_K, start exp(-H/T):  1.89e-03
  largest change of T_K, start exp(-Hs/T): 2.17e-06
Chain of 8: h = 0.15, 20000 steps, H(0) = 8.000
  Verlet: largest |H - H(0)| = 0.1609
  Verlet: fitted drift of H over run = -0.00106
  Verlet: rms fluctuation H 0.03377, Hs 0.00084
  Runge-Kutta 4: H(end) - H(0) = -2.0297
256 quartic chains of 128, onsite = 0.2, prepared at T = 1.0
  h = 0.15: T_K 0.9994, T_C 1.0158, half-step T 1.0108
    T_C/T_K-1 = 0.0164 +- 0.0016, formula 0.0159
    T_half/T_K-1 = 0.01142 +- 0.00004, formula 0.01124
  h = 0.25: T_K 0.9929, T_C 1.0374, half-step T 1.0254
    T_C/T_K-1 = 0.0448 +- 0.0020, formula 0.0444
    T_half/T_K-1 = 0.03277 +- 0.00014, formula 0.03136
CH4, RHF/6-31G
  C-H bond length = 1.0821 angstrom
  bends (cm^-1): 1517 1517 1517 1709 1709
  stretches (cm^-1): 3182 3296 3296 3296
  fastest period = 10.12 fs, stability limit = 3.22 fs
  trajectories of 20 fs, velocities drawn at 600 K
  initial kinetic energy = 348.6 meV
  dt = 0.5 fs: rms fluctuation H 1.0845 meV, Hs 0.0239 meV
  dt = 1.0 fs: rms fluctuation H 4.5778 meV, Hs 0.4121 meV
  growth on doubling dt: H 4.22, Hs 17.26
  harmonic modes, shadow temperature 300 K
  dt = 0.5 fs, fastest mode: omega*dt = 0.3104, T_C/T_K = 1.0247
    exact T_K 295.2 K, T_C 302.5 K; order dt^2: 295.2 K, 302.4 K
    all 9 modes: exact T_K 297.3 K, T_C 302.0 K; order dt^2: 297.3 K, 302.0 K
  dt = 1.0 fs, fastest mode: omega*dt = 0.6209, T_C/T_K = 1.1066
    exact T_K 280.5 K, T_C 310.4 K; order dt^2: 280.7 K, 309.6 K
    all 9 modes: exact T_K 288.9 K, T_C 308.4 K; order dt^2: 289.1 K, 307.8 K
  dt = 2.0 fs, fastest mode: omega*dt = 1.2417, T_C/T_K = 1.6273
    exact T_K 218.0 K, T_C 354.7 K; order dt^2: 222.9 K, 338.5 K
    all 9 modes: exact T_K 254.0 K, T_C 343.5 K; order dt^2: 256.3 K, 331.3 K
```
